Bohm's criterion and the delivery of cold ions in plasma nitridation

**What a thermal estimate gets wrong**

In plasma nitridation a surface is exposed to a nitrogen plasma, and part of the nitrogen arrives as positive ions. Suppose that the ions are taken to drift towards the surface at their thermal speed. For N2+ at an ion temperature of 0.05 eV, sqrt(kB Ti/M) is 415 m/s. In a plasma with 3 eV electrons, the flux obtained this way is too small by a factor of almost eight. The assumption also has a deeper fault: with ions that slow, Poisson's equation has no solution in which the potential leaves a neutral, field-free plasma and falls steadily to a negative wall. The entry speed is set by the electron temperature.

**The model and the exact claim**

Let x point from the plasma to a plane wall. Near the wall lies the sheath, a layer with net positive charge. It is stationary, and no ions are created or scattered in it. The ions are of one species, with mass M and charge +e, and they are cold: at each position all have the same velocity u. The electrons are in Boltzmann equilibrium at temperature Te in the potential φ.

At the sheath edge φ = 0, both densities equal ns, and the ion speed is u0. The edge is also field-free. This is a limit: the sheath is measured in Debye lengths, the plasma in front of it (the presheath) has a much greater length L, and the ratio of the two tends to zero. On the sheath scale the edge then lies at x → −∞.

Define

cB = sqrt(kB Te/M),  m = u0/cB,  χ = −eφ/(kB Te),   (1)

λD² = ε0 kB Te/(ns e²),  ξ = x/λD.   (2)

Since φ falls towards the wall, χ is positive and rises. The claim is that such a sheath exists if and only if m ≥ 1, that is, u0 ≥ cB. The sheath alone gives this inequality; equality needs the presheath, treated below.

**From the densities to the field**

Without sources, the ion flux is constant, ni u = ns u0. Without collisions, so is the ion energy:

½Mu² + eφ = ½Mu0².   (3)

With −eφ = χ kB Te = χ M cB², equation (3) gives u² = u0² + 2cB²χ = u0²(1 + 2χ/m²). Therefore

ni = ns u0/u = ns (1 + 2χ/m²)^(−1/2),  ne = ns exp(−χ).   (4)

Both densities fall towards the wall, the ions because they speed up and the electrons because they are repelled. Poisson's equation is d²φ/dx² = −e(ni − ne)/ε0. Multiplying by −e/(kB Te) turns φ into χ and makes the right side positive for positive charge; multiplying by λD² removes the constants. With a prime for d/dξ,

χ'' = (1 + 2χ/m²)^(−1/2) − exp(−χ).   (5)

Multiply (5) by χ'. The left side becomes (χ'²/2)'. On the right, the first term is the derivative of m²(1 + 2χ/m²)^(1/2), because the inner derivative 2/m² cancels the factor m²/2; the second is the derivative of exp(−χ). Integrating from the edge, where χ = 0 and χ' = 0, gives

χ'²/2 = G(χ),   (6)

G(χ) = m²[(1 + 2χ/m²)^(1/2) − 1] + exp(−χ) − 1.   (7)

The left side of (6) is a square, so G may not be negative at any potential between edge and wall.

**Why slower ions are excluded**

For small χ, use (1 + z)^(1/2) = 1 + z/2 − z²/8 + z³/16 + … with z = 2χ/m². The ion part of (7) is then

χ − χ²/(2m²) + χ³/(2m⁴) + … ,

and the electron part is −χ + χ²/2 − χ³/6 + … . The linear terms cancel because the edge is neutral. What remains is

G = (1 − 1/m²)χ²/2 + (3/m⁴ − 1)χ³/6 + … .   (8)

If m < 1, the first coefficient is negative, so G < 0 at sufficiently small χ. A continuous potential cannot reach the wall without passing through these values, and no solution exists. This proves necessity.

Physically, a slow ion gains a large fraction of its speed from a small potential drop, so the ion density falls faster than the electron density. The space charge just inside the edge is then negative and bends the potential back. The linear form of (5) shows this:

χ'' = −(1/m² − 1)χ.   (9)

For m < 1 its solutions are ripples of wavelength 2πλD/sqrt(1/m² − 1). At m = 0.8 the root is 0.75 and the wavelength is 8.38 λD. For m > 1 the sign changes, and a small disturbance grows towards the wall as exp(κξ) with κ = sqrt(1 − 1/m²); at m = 1.2, κ = 0.553. Direct integration of (5) from a small initial potential reproduced both rates to within one part in a thousand.

The threshold can also be found by integrating the space charge numerically up to a chosen χ and asking which entry speed makes the squared field vanish there. The answers are 0.9675, 0.9967 and 0.9997 cB for χ = 0.1, 0.01 and 0.001. Near m = 1, setting (8) to zero gives m ≈ 1 − χ/3, which explains the approach to one. The field must be real at every χ, however small, so the limit χ → 0 is the binding one.

**Why the Bohm speed suffices**

For m ≥ 1, 2χ/m² is no larger than 2χ, so

ni/ns ≥ (1 + 2χ)^(−1/2).   (10)

For every χ > 0, exp(2χ) > 1 + 2χ. Taking the power −1/2 reverses the inequality:

(1 + 2χ)^(−1/2) > exp(−χ) = ne/ns.   (11)

The charge is therefore positive at every χ > 0. Since G is the integral of this charge over χ, G > 0 as well. The positive root of (6) then gives a monotonic potential,

ξ2 − ξ1 = ∫ dχ/sqrt(2G(χ)), from χ1 to χ2,   (12)

up to any wall potential for which the assumed densities hold. As χ1 → 0 the integral diverges, because G vanishes at least as fast as χ². The field-free edge thus lies at ξ → −∞, as assumed. This proves sufficiency.

The marginal case m = 1 is included, though its quadratic term in (8) vanishes. The cubic term gives G ≈ χ³/3, so χ' ≈ sqrt(2/3) χ^(3/2). Then

d(χ^(−1/2))/dξ = −½χ^(−3/2)χ' = −1/sqrt(6),  χ ≈ 6/(ξ0 − ξ)²,   (13)

where ξ0 is a constant. The potential leaves the edge algebraically instead of exponentially. In neither case does the sheath have a sharp beginning, so its thickness has a meaning only with a stated starting potential. The marginal sheath depends on this choice more strongly, because its length grows as χ^(−1/2) when the starting potential is lowered, and not just logarithmically.

**What a field at the edge would change**

If the edge is neutral but carries a field, integration of (5) adds a constant to (6):

χ'²/2 = χ'(0)²/2 + G(χ).   (14)

Ions with m < 1 can now enter, provided that χ'(0)² exceeds −2 min G. For m = 0.8 the minimum is −0.00971, at χ = 0.417, so the edge field must exceed sqrt(0.01942) = 0.139 in units of kB Te/(eλD). Integrating (5) with a field 2 % above this value carried the potential on towards the wall; with a field 2 % below it, the potential turned back.

With Te = 3 eV and λD = 0.0576 mm, the required field is 73 V/cm. A presheath whose potential changes by kB Te/e over 20.7 mm, the ion mean free path used below, has an average field of 1.45 V/cm, fifty times less. The presheath field rises steeply towards the edge, however, as (18) below implies, so this average does not measure the correction there. The criterion is a statement about the limit of small λD/L, and it is corrected at finite λD/L.

**Why the ions arrive at the Bohm speed**

In the presheath ni ≈ ne = n, and a prime now means d/dx. Let S be the number of ions created per volume and time, born at rest, and let ν be the rate at which collisions with the gas remove ion momentum. Then

(nu)' = S,   (15)

(Mnu²)' = −enφ' − Mnνu.   (16)

New ions bring no momentum, so S does not appear in (16). Expanding its left side with (15) gives Mnuu' + MuS. The Boltzmann relation gives eφ'/M = cB² n'/n. Dividing (16) by Mn,

uu' + uS/n = −cB² n'/n − νu.   (17)

From (15), n'/n = (S/n − u')/u. Insert this, multiply by u, and collect the terms in u':

(cB² − u²)u' = (cB² + u²)S/n + νu².   (18)

The right side is positive, so ions starting from rest accelerate towards the wall. As u → cB the gradient diverges and quasi-neutrality cannot continue. The neutral region therefore delivers ions with speeds up to cB, while the sheath accepts speeds from cB upwards. In the limit λD/L → 0 the two join at u0 = cB.

A solvable case is S = νi n, with constant ionisation rate νi and no friction. With U = u/cB and X = νi x/cB, (18) becomes dX/dU = (1 − U²)/(1 + U²) = 2/(1 + U²) − 1, so

X = 2 arctan U − U.   (19)

The speed U = 1 is reached at X = π/2 − 1. Equation (16) without friction reads (nu²)' = −cB² n', so n(u² + cB²) is constant, and the density at the edge is half that at the centre.

At finite λD/L this nominal edge is smoothed. The same ionising presheath was integrated with Poisson's equation in place of quasi-neutrality, taking L = cB/νi and the Debye length at the centre. For λD/L = 0.01, 0.00278 and 0.0003, the speeds at X = π/2 − 1 are 0.87, 0.92 and 0.97 cB. They approach cB slowly. The values below cB do not contradict the criterion, because at finite λD/L this position is neither neutral nor field-free.

**Ion delivery to a floating wafer**

With u0 = cB, the ion flux is

Γ = ns cB.   (20)

In a stationary sheath it does not depend on the wall potential. A floating wafer draws no net current, so its potential adjusts until the electron flux equals Γ. An electron reaches the wall if its velocity v towards it satisfies ½me v² > χw kB Te, where χw is the drop at the wall. For a Maxwellian, integrating v over this part of the distribution gives

Γe = ns sqrt(kB Te/(2π me)) exp(−χw).   (21)

Setting this equal to ns sqrt(kB Te/M) and taking the logarithm,

χw = ½ ln[M/(2π me)].   (22)

The ion energy at the wall is the sum of the entry energy ½McB² = ½kB Te and the sheath drop:

E = kB Te(½ + χw).   (23)

Take N2+ ions with M = 4.652 × 10⁻²⁶ kg, Te = 3 eV and ns = 5 × 10¹⁰ cm⁻³. Equation (1) gives cB = 3214 m/s, or 3.214 km/s. The flux is

Γ = 5 × 10¹⁰ cm⁻³ × 3.214 × 10⁵ cm/s = 1.61 × 10¹⁶ cm⁻² s⁻¹,

a current density of 2.6 mA/cm². Equation (22) gives χw = 4.50, a floating drop of 4.50 × 3 V = 13.5 V. The impact energy is 1.5 + 13.5 = 15.0 eV. Nine tenths of it is gained in the sheath, although the condition at the edge fixes the flux.

The field at the wall, from (6) with m = 1, is about 800 V/cm. Measured from χ = 0.1, which is 0.3 V below the edge potential, the sheath is 10.35 λD or 0.60 mm thick. Starting at χ = 0.01 instead would add, by (13), roughly sqrt(6) × (10 − 3.2) ≈ 17 λD. Any quoted thickness depends on this choice.

**The model beside a real nitrogen plasma**

The example's parameters are rough typical values for a low-pressure inductively coupled plasma: 2 mTorr, gas at 400 K, ions at 0.05 eV. With a rough ion-neutral cross-section of 10⁻¹⁴ cm², the ion mean free path is 20.7 mm. The 0.60 mm between χ = 0.1 and the wafer is 2.9 % of this, so few ions collide there. In a chamber much larger than the free path the presheath is collisional, which (18) allows. The ratio of λD to the free path is 0.00278, the number used in the middle case above. The match is only rough: that case takes the Debye length at the centre, where it is smaller by sqrt(2), and its L is an ionisation length, while the real presheath also has friction. As an indication, the speed at the nominal edge lies several per cent below cB.

Other corrections follow from comparing how fast the densities fall at the edge. By the argument leading to (8), the relative fall of the ion density with χ may not exceed that of the electrons, which is one. Let the ion velocities fill a uniform band from u0 − w to u0 + w. The band edges obey v±² = (u0 ± w)² + 2cB²χ, and the density is proportional to v+ − v−. Since dv±/dχ = cB²/v±, the relative fall is cB²/(v+v−), which at the edge is cB²/(u0² − w²). The variance w²/3 equals kB Ti/M, so

u0² ≥ cB²(1 + 3Ti/Te).   (24)

Here this raises the threshold by 2.5 %. If a fraction f of the ions is N+, with half the mass and the same entry speed, its density falls twice as fast, and the condition becomes m² ≥ (1 − f) + 2f = 1 + f. For f = 0.10 the threshold rises by 4.9 %. Electrons absorbed by the wall are missing from the returning stream. The missing share grows towards the wall, so the electron density falls slightly faster with χ, and the threshold is lowered by 0.07 %.

The floating drop is more sensitive to the electrons. Equation (22) assumes that they remain Maxwellian at energies above 13.5 eV, where inelastic collisions with N2 can deplete the distribution. Fewer fast electrons then reach the wafer, and the floating drop and the impact energy are smaller than the values given above; an enhanced tail would raise them instead. The Bohm speed is not immune either. It is fixed by how fast the electron density falls with the potential, so it changes little when only the tail is altered, but it shifts when the bulk of the distribution is not Maxwellian.

The cold-ion assumption also hides a spread created by the presheath itself. Without friction, an ion born at the centre gains energy from the whole potential drop of the presheath, while one born near the edge enters slowly. Equation (16) gives all ions at one position the same speed and so leaves out the momentum carried by this spread. For such ions the density ratio found from (19), the mean entry speed cB, the flux (20) that uses it and the entry energy of 1.5 eV are therefore only approximate. The known kinetic solution for the frictionless plane presheath (Tonks and Langmuir; quoted here, not part of the output below) shows the size: the edge density is 0.43 of the central one instead of 0.5, the mean entry speed is 1.14 cB, and the mean entry energy is 2.1 eV. At given ns the flux is then 14 % above (20), a larger change than the corrections listed above. The floating drop falls to 13.1 V, so the mean impact energy moves only to 15.2 eV. The resulting spread in impact energy is not computed here.

Stationarity may be the weakest assumption. The ion plasma frequency, cB/(2πλD), is 8.9 MHz, comparable with a common drive frequency of 13.56 MHz. If the wafer's sheath voltage oscillates strongly at that frequency, the ions neither follow the instantaneous field nor respond simply to its mean, and (22) and (23) need a time-dependent treatment. The example applies where the amplitude of this oscillation is small compared with kB Te/e, here 3 V, because the electron flux depends exponentially on the drop.

Finally, the criterion fixes how ions arrive, not how much nitrogen the surface takes up. Neutral N atoms are unaffected by the sheath. If they make up a rough 1 % of the gas, their flux, one quarter of their density times their mean thermal speed sqrt(8kB T/(πmN)) at the gas temperature T, with mN the mass of an N atom, is 9.4 × 10¹⁵ cm⁻² s⁻¹, or 0.58 atoms per arriving ion. At fixed pressure, gas temperature and ion flux this ratio is proportional to the atom fraction, so it exceeds one above about 2 %. Each N2+ ion carries two nitrogen atoms, so counted in nitrogen atoms the ratio is 0.29, and the two supplies become equal at about 3.4 %. Whether ions or atoms control the growth of the nitride then depends on surface reactions outside this model. The values used here are collected in the numerical output below.

Computed results

```
electron temperature: 3.0 eV
ion temperature: 0.05 eV
edge density: 5.0e+10 cm^-3
gas pressure: 2.0 mTorr
gas temperature: 400 K
N2+ mass: 4.6517e-26 kg
Bohm speed c_B: 3214 m/s = 3.214 km/s
ion thermal speed sqrt(kTi/M): 415 m/s
directed energy at c_B: 1.50 eV
Debye length at edge: 0.0576 mm
threshold u0/c_B, tested at chi=0.1: 0.96749
threshold u0/c_B, tested at chi=0.01: 0.99667
threshold u0/c_B, tested at chi=0.001: 0.99967
ripple wavelength, m=0.8: 8.378 Debye lengths
ripple wavelength, m=0.8: 0.482 mm
growth rate, m=1.2: 0.5528 per Debye length
min G, m=0.8: -0.00971 at chi=0.417
edge field needed, m=0.8: 0.1394 kTe/(e debye)
edge field needed: 72.6 V/cm
presheath field kTe/(e path): 1.45 V/cm
speed at nominal edge, debye/L=1.00e-02: 0.8715 c_B
speed at nominal edge, debye/L=2.78e-03: 0.9222 c_B
speed at nominal edge, debye/L=3.00e-04: 0.9678 c_B
ion flux: 1.607e+16 cm^-2 s^-1
ion current density: 2.575 mA/cm^2
floating drop chi_w: 4.501
floating drop: 13.50 V
ion impact energy: 15.00 eV
field at wall: 798 V/cm
thickness from chi=0.1: 10.35 Debye lengths
thickness from chi=0.1: 0.596 mm
warm-ion threshold: 1.0247 c_B
threshold with 10% N+, common speed: 1.0488 c_B
threshold with electron loss to wall: 0.99926 c_B
ion-neutral cross-section: 1.0e-14 cm^2
ion mean free path: 20.7 mm
sheath thickness / free path: 0.0288
ion plasma frequency: 8.88 MHz
N-atom share of gas: 1%
N-atom flux: 9.39e+15 cm^-2 s^-1
N-atom flux / ion flux: 0.58
```
